\section*{Energy kept by a silicon ion scattered by an equal-mass atom}

\section*{Question}

I am working on a silicon self-implantation problem. A 50 keV silicon ion hits a silicon atom at rest, scatters elastically, and leaves at $30^\circ$ to its original direction in the laboratory. How much kinetic energy does it still have?

I found the rule $E_1=E_0\cos^2\theta$ without a derivation. I also read that for equal masses the scattering angle in the centre-of-mass frame is twice the laboratory angle, so I put in $60^\circ$ and got 12.5 keV. Is that right? I also don't see how the answer can avoid the force between the atoms. And if the fraction is a neat number, how far can I trust it in a real crystal?

\section*{Answer}

The rule needs the laboratory angle, so the ion keeps 37.5 keV, which is 75 percent. Your 12.5 keV is the energy of the struck atom. The derivation shows why, and also where the force has gone.

\subsection*{The two conservation laws}

Let both atoms have mass $m$. The target is free and at rest, the speeds are far below that of light, and no energy goes into internal excitation. Let $\mathbf p_0$ be the initial momentum of the ion, and $\mathbf p_1$ and $\mathbf p_2$ the final momenta of ion and target. All energies are taken when the atoms are far apart, so the potential energy is zero both before and after.

Momentum conservation gives $\mathbf p_2=\mathbf p_0-\mathbf p_1$. Squaring brings in the laboratory angle $\theta$ between $\mathbf p_0$ and $\mathbf p_1$:
\begin{equation}
p_2^2=p_0^2+p_1^2-2p_0p_1\cos\theta .
\label{mom}
\end{equation}
Energy conservation, multiplied by $2m$, is
\begin{equation}
p_0^2=p_1^2+p_2^2 .
\label{en}
\end{equation}
Insert (\ref{mom}) into (\ref{en}), cancel $p_0^2$, and divide by 2:
\begin{equation}
0=2p_1^2-2p_0p_1\cos\theta
\quad\Longrightarrow\quad
p_1\,(p_1-p_0\cos\theta)=0 .
\end{equation}
The root $p_1=0$ is the head-on collision, in which the ion stops and has no final direction. An ion that leaves at a definite angle has the other root, $p_1=p_0\cos\theta$. Since $E=p^2/2m$,
\begin{equation}
E_1=E_0\cos^2\theta,\qquad E_2=E_0-E_1=E_0\sin^2\theta .
\label{main}
\end{equation}
At $30^\circ$, $\cos^2\theta=(\sqrt3/2)^2=3/4$, so
\[
E_1=0.75\times 50\ \text{keV}=37.5\ \text{keV},\qquad
E_2=0.25\times 50\ \text{keV}=12.5\ \text{keV}.
\]
The ion slows from 587 to 508 km/s, and the target leaves at 294 km/s.

The direction of the target follows from squaring $\mathbf p_0=\mathbf p_1+\mathbf p_2$, which gives $p_0^2=p_1^2+p_2^2+2\,\mathbf p_1\cdot\mathbf p_2$. Comparison with (\ref{en}) leaves $\mathbf p_1\cdot\mathbf p_2=0$. The two atoms part at a right angle, so the target leaves at $60^\circ$ on the other side of the beam.

The limits make sense. A grazing collision, $\theta\to0$, costs the ion nothing. As $\theta\to90^\circ$ the ion gives up all its energy. Backward angles do not occur, because $p_1=p_0\cos\theta$ would be negative.

\subsection*{Where the 60 degrees belong}

The centre of mass moves at $v_0/2$, where $v_0$ is the initial ion speed. In its frame the atoms approach with equal and opposite velocities of magnitude $v_0/2$. Their total momentum there stays zero and their kinetic energy is unchanged, so the collision merely turns these velocities through an angle $\Theta$. Adding back the centre-of-mass velocity, with components written across and along the beam, gives
\begin{equation}
\mathbf v_1=\frac{v_0}{2}\,(\sin\Theta,\;1+\cos\Theta).
\end{equation}
Its direction and its squared length are
\begin{align}
\tan\theta&=\frac{\sin\Theta}{1+\cos\Theta}=\tan\frac{\Theta}{2},\\
\frac{E_1}{E_0}&=\frac{\sin^2\Theta+(1+\cos\Theta)^2}{4}
=\frac{1+\cos\Theta}{2}=\cos^2\frac{\Theta}{2}.
\end{align}
So $\Theta=2\theta=60^\circ$, as you read, but the centre-of-mass angle enters the energy formula halved. Using $\cos^2 60^\circ$ doubles the angle without halving it again. The result, 0.25, equals the target's share because $\cos^2 60^\circ=\sin^2 30^\circ$. This is special to $30^\circ$: below $90^\circ$, $\cos^2 2\theta=\sin^2\theta$ holds at no other angle.

\subsection*{Where the force went}

The force decides which impact parameter $b$ leads to $30^\circ$. Here $b$ is the sideways offset between the incoming line of flight and the target. Once the angle is given, the conservation laws leave no freedom in the energy.

To see this in numbers, take the repulsion
\begin{equation}
V(r)=\frac{Z^2e^2}{4\pi\varepsilon_0 r}\,\phi(r/a),\qquad
a=\frac{0.8854\,a_0}{2Z^{0.23}},\qquad Z=14,
\end{equation}
where $a_0$ is the Bohr radius, so that $a=0.01277$ nm. The Ziegler--Biersack--Littmark (ZBL) universal screening function is
\begin{equation}
\begin{aligned}
\phi(x)={}&0.1818\,e^{-3.2x}+0.5099\,e^{-0.9423x}\\
&+0.2802\,e^{-0.4029x}+0.02817\,e^{-0.2016x}.
\end{aligned}
\end{equation}
Integrating Newton's equations for both atoms gives a $30^\circ$ deflection at $b=0.00617$ nm. With the simpler screening $\phi(x)=e^{-x}$ and the same $a$, it takes $b=0.00624$ nm. The retained fraction is 0.750000 in both cases.

\subsection*{Unequal isotopes and internal excitation}

Two departures from the ideal collision can be handled together. Let the target have mass $Am$, with $A\ge1$, and let an energy $Q$ go into internal excitation. Equation (\ref{mom}) still holds, while energy conservation becomes
\begin{equation}
\frac{p_0^2}{2m}=\frac{p_1^2}{2m}+\frac{p_2^2}{2Am}+Q .
\end{equation}
Multiply by $2Am$, insert (\ref{mom}), and divide by $p_0^2=2mE_0$. With $x=p_1/p_0$, so that $E_1/E_0=x^2$,
\begin{equation}
(1+A)x^2-2x\cos\theta+(1-A)+\frac{AQ}{E_0}=0 .
\label{general}
\end{equation}

First set $Q=0$. The discriminant contains $\cos^2\theta-(1+A)(1-A)=A^2-\sin^2\theta$. For $A>1$ the product of the roots, $(1-A)/(1+A)$, is negative, so one root is positive and is the physical one:
\begin{equation}
\frac{E_1}{E_0}=\left[\frac{\cos\theta+\sqrt{A^2-\sin^2\theta}}{1+A}\right]^2 .
\end{equation}
For a silicon-28 ion at $30^\circ$, a silicon-29 target ($A=29/28$) gives 0.7586, or 37.93 keV. A silicon-30 target ($A=30/28$) gives 0.7666, or 38.33 keV. At the same angle, the heavier target takes less energy.

Now set $A=1$ and keep $Q$. Equation (\ref{general}) becomes $2x^2-2x\cos\theta+Q/E_0=0$. The root that joins on to $x=\cos\theta$ when $Q\to0$ is
\begin{equation}
x=\frac{1}{2}\left(\cos\theta+\sqrt{\cos^2\theta-\frac{2Q}{E_0}}\right)
\approx\cos\theta-\frac{Q}{2E_0\cos\theta}.
\end{equation}
The approximation uses $\sqrt{c^2-2q}\approx c-q/c$ for $q\ll c^2$, that is $Q\ll E_0\cos^2\theta$, so it fails as $\theta$ approaches $90^\circ$. Squaring and keeping first order in $Q$ gives $E_1\approx E_0\cos^2\theta-Q$. At fixed angle the ion therefore bears the whole loss to this order, and the target's kinetic energy stays at $E_0\sin^2\theta$.

How large might $Q$ be? In the ZBL trajectory the nuclei come within 0.0096 nm of each other. The 2p shell of a free silicon atom has an rms radius of 0.0317 nm, so the two atomic cores overlap strongly and core excitation has to be considered. A restricted open-shell Hartree--Fock calculation in the cc-pVTZ basis puts the 2p orbital energy 115.8 eV below zero. Two 2p vacancies, one in each atom, then cost about $2\times115.8\approx232$ eV. This figure omits orbital relaxation, electron correlation and relativity. Relaxation alone lowers the cost to about 108 eV per vacancy, while for a Si$^+$ projectile the orbital energy is about 125 eV. It sets a scale for $Q$ and does not predict how often such vacancies form or how many electrons are excited. The semi-empirical Oen--Robinson and Firsov formulas for the inelastic loss give roughly 300 and 420 eV at this closest approach. With $Q=232$ eV the retained fraction is 0.745, and the ion has 232 eV less than in the elastic case.

\subsection*{A target in thermal motion}

Give the equal-mass target an initial momentum $\mathbf q$. Then $\mathbf p_2=\mathbf p_0+\mathbf q-\mathbf p_1$ and $p_0^2+q^2=p_1^2+p_2^2$. Expanding $p_2^2$ and cancelling $p_0^2+q^2$ leaves, after division by 2,
\begin{equation}
p_1^2-\mathbf p_1\cdot(\mathbf p_0+\mathbf q)+\mathbf p_0\cdot\mathbf q=0 .
\end{equation}
Take $z$ along the beam and $x$ towards the side to which the ion is deflected. Write $\mathbf q=p_0\mathbf u$ and $p_1=p_0(\cos\theta+\delta)$. To first order in $\mathbf u$ and $\delta$,
\begin{equation}
\delta\cos\theta-\cos\theta\,(u_x\sin\theta+u_z\cos\theta)+u_z=0 .
\end{equation}
Using $1-\cos^2\theta=\sin^2\theta$, the change in the energy fraction is
\begin{equation}
2\delta\cos\theta=2\sin\theta\,(u_x\cos\theta-u_z\sin\theta).
\end{equation}
In classical equilibrium $u_x$ and $u_z$ are independent, each with mean zero and variance $kT/(2E_0)$. The bracket has the same variance because $\cos^2\theta+\sin^2\theta=1$. The rms spread of the fraction is therefore $2\sin\theta\sqrt{kT/(2E_0)}$. At 300 K this is $5.1\times10^{-4}$, or 25 eV. This is the classical value. Room temperature lies below the Debye temperature of silicon, and a Debye model with 645 K, which includes zero-point motion, raises the spread to about 28 eV.

\subsection*{Relativity}

With $M=mc^2$ and kinetic energies $E_i$, each momentum obeys $p_i^2c^2=E_i(E_i+2M)$. Put this and $E_2=E_0-E_1$ into (\ref{mom}):
\begin{equation}
\begin{aligned}
(E_0-E_1)(E_0-E_1+2M)={}&E_0(E_0+2M)+E_1(E_1+2M)\\
&-2p_0p_1c^2\cos\theta .
\end{aligned}
\end{equation}
Expanding and cancelling leaves $p_0p_1c^2\cos\theta=E_1(E_0+2M)$. Square this, replace $p_0^2c^2$ and $p_1^2c^2$, and divide by $E_1(E_0+2M)$:
\begin{equation}
\begin{aligned}
E_0(E_1+2M)\cos^2\theta&=E_1(E_0+2M),\\
\frac{E_1}{E_0}&=\frac{\cos^2\theta}{1+E_0\sin^2\theta/(2M)} .
\end{aligned}
\end{equation}
For $M=26.08$ GeV (a mass of 28 u; the true silicon-28 mass gives 26.06 GeV) the fraction falls by $1.8\times10^{-7}$, or 0.009 eV.

\subsection*{How far to trust 75 percent}

Natural silicon is mostly silicon-28, so equal masses are the usual case for a silicon-28 ion. When the target is one of the heavier isotopes, the ion keeps 0.4 or 0.8 keV more at the same angle, the largest shifts found here. Inelastic excitation on the scales above would remove about 0.2 to 0.4 keV, the upper end being comparable with the silicon-29 shift. Lattice binding matters less: if a rough displacement energy of 15 eV were all lost during the collision, the ion would have 15 eV less. The neighbours are also distant on the scale of the encounter. A rough lattice constant of 0.543 nm gives a bond length of 0.235 nm, about 24 times the closest approach, which supports treating this collision as a two-body event.

So 3/4 is exact for the ideal collision, and the effects sized here move it by up to about 0.02. It describes one collision. An ion that emerges from a solid at $30^\circ$ has also lost energy to electrons along its path and may have been deflected several times, so its measured energy need not be 37.5 keV. The main values used here are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Initial ion energy: 50.0 keV
Laboratory deflection: 30.0 deg
Initial ion speed: 587.0 km/s
Final ion speed: 508.4 km/s
Recoil speed: 293.5 km/s
Retained fraction, cosine formula: 0.750000
Final ion energy, formula: 37.500 keV
Recoil energy, formula: 12.500 keV
Retained fraction, ZBL trajectory: 0.750000
Retained fraction, Bohr-type trajectory: 0.750000
Recoil angle, trajectory: 60.000 deg
Centre-of-mass angle, trajectory: 60.000 deg
Wrong fraction if 60 deg is used: 0.2500
Screening length: 0.01277 nm
Impact parameter, ZBL: 0.00617 nm
Impact parameter, Bohr-type: 0.00624 nm
Closest approach, ZBL: 0.00960 nm
Lattice constant, rough input: 0.543 nm
Bond length from it: 0.235 nm
Bond length / closest approach: 24.5
Retained fraction, Si-29 target: 0.7586
Final ion energy, Si-29 target: 37.93 keV
Retained fraction, Si-30 target: 0.7666
Final ion energy, Si-30 target: 38.33 keV
2p orbital binding, ROHF/cc-pVTZ: 115.8 eV
2p rms radius: 0.0317 nm
Q for two 2p vacancies: 232 eV
Retained fraction with this Q: 0.7454
Ion energy deficit with this Q: 232 eV
Displacement energy, rough input: 15 eV
Ion energy deficit if all lost: 15.0 eV
Target temperature: 300 K
Thermal rms spread of fraction, formula: 5.08e-04
Thermal rms spread of fraction, sampled: 5.10e-04
Thermal rms spread of ion energy: 25.4 eV
Ion rest energy: 26.08 GeV
Relativistic decrease of fraction: 1.80e-07
Relativistic decrease of ion energy: 0.0090 eV
\end{verbatim}
